# Why smaller grains strengthen copper: the dislocation pile-up argument

**Q.** My fine-grained copper sheet yields at a higher stress than the coarse-grained sheet. I was told that shorter pile-ups concentrate less stress at the grain boundaries. Is that the reason?

**A.** It can be. The argument needs four conditions: yield must require slip to cross grain boundaries, a boundary must give way at a critical stress that does not depend on grain size, the source must keep emitting dislocations until their back stress stops it, and a pile-up must hold many dislocations.

The comparison also has to be made at equal load. There, the boundary of a small grain feels less stress. At yield, the boundaries of small and large grains feel the same critical stress, and the small grain has needed a larger load to reach it.

**Q.** What exactly is piled up, and what balances what?

**A.** Take a grain of diameter \(d=2a\) with a source at its centre, \(x=0\). The source emits pairs of straight, parallel edge dislocations on one slip plane. The positive ones glide to the right and the negative ones to the left, until the leading dislocations are stopped by boundaries at \(x=\pm a\).

Let \(\tau\) be the effective shear stress, meaning the applied shear stress minus a friction stress \(\tau_0\). In an isotropic elastic medium, a positive dislocation at \(x'\) produces on its own plane the glide stress

\[
\frac{A}{x-x'},\qquad A=\frac{\mu b}{2\pi(1-\nu)},
\]

where \(\mu\) is the shear modulus, \(\nu\) Poisson's ratio and \(b\) the Burgers vector length. A negative dislocation gives the opposite sign. Each dislocation behind the leaders moves until the total stress on it vanishes.

For many dislocations, let \(f(x)\) be their signed number per length. Equilibrium inside the band reads

\[
\sigma(x)=\tau+A\,\mathrm{P}\!\!\int_{-a}^{a}\frac{f(x')}{x-x'}\,dx'=0 ,
\]

with P the principal value. To solve it, continue the stress to complex positions:

\[
F(z)=\tau+A\int_{-a}^{a}\frac{f(x')}{z-x'}\,dx' .
\]

Because \(1/(x-x'\pm i0)=\mathrm{P}\,1/(x-x')\mp i\pi\delta(x-x')\), the values just above and below the band are

\[
F(x\pm i0)=\sigma(x)\mp i\pi A f(x).
\]

With \(\sigma=0\), \(F\) must change sign across the band. Far away it must tend to \(\tau\), with no \(1/z\) term, because the numbers of the two signs are equal. These requirements are met by

\[
F(z)=\frac{\tau z}{\sqrt{z^2-a^2}}=\tau\left(1+\frac{a^2}{2z^2}+\dots\right).
\]

An added term \(C/\sqrt{z^2-a^2}\) would also change sign, but it has a \(1/z\) tail, so \(C=0\). Since \(F-\tau\) decays at infinity and its end singularities are integrable, Cauchy's integral rebuilds it from its jump across the band, as the definition of \(F\) requires.

Just above the band \(\sqrt{z^2-a^2}=i\sqrt{a^2-x^2}\), so \(F=-i\tau x/\sqrt{a^2-x^2}\). Equating this to \(-i\pi Af\) gives

\[
f(x)=\frac{\tau}{\pi A}\,\frac{x}{\sqrt{a^2-x^2}} .
\]

**Q.** How does the grain size enter?

**A.** First through the number of dislocations of each sign:

\[
n=\int_0^a f\,dx=\frac{\tau}{\pi A}\Big[-\sqrt{a^2-x^2}\Big]_0^a=\frac{\tau a}{\pi A}=\frac{(1-\nu)\tau d}{\mu b}.
\]

The source stops when the back stress of the emitted dislocations cancels the load at the centre. In a longer grain they lie farther away, so more are needed.

**Q.** And how hard do they press on the boundary?

**A.** Let \(\tau_h\) be the stress on a leading dislocation, from the load and all the others. Give dislocation \(i\) the position \(X_i\) and the sign \(s_i=\pm1\). The stress on it is

\[
\sigma_i=\tau+\sum_{j\ne i}\frac{A s_j}{X_i-X_j}.
\]

Multiply by \(s_iX_i\) and sum over all \(2n\) dislocations. On the left only the two leaders survive, and each gives \(a\tau_h\). On the right each pair contributes

\[
A s_is_j\left(\frac{X_i}{X_i-X_j}+\frac{X_j}{X_j-X_i}\right)=A s_is_j ,
\]

and the sum over pairs is \(\sum s_is_j=\tfrac12\big[(\sum s_i)^2-\sum s_i^2\big]=\tfrac12(0-2n)=-n\). With \(x_i\) the positions of the positive dislocations,

\[
2a\tau_h=2\tau\sum_{i=1}^{n}x_i-An
\quad\Rightarrow\quad
\tau_h=\frac{\tau}{a}\sum_{i=1}^{n}x_i-\frac{An}{2a}.
\]

This holds for any \(n\). For large \(n\) the sum becomes an integral. With \(x=a\sin\varphi\),

\[
\sum x_i\to\frac{\tau}{\pi A}\int_0^a\frac{x^2\,dx}{\sqrt{a^2-x^2}}
=\frac{\tau a^2}{\pi A}\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\frac{\tau a^2}{4A}.
\]

The last term, \(An/2a=\tau/2\pi\), is smaller than the first by a factor \(2/(\pi^2n)\) and is dropped. Using \(a/A=\pi n/\tau\),

\[
\tau_h\simeq\frac{\tau^2a}{4A}=\frac{\pi}{4}\,n\tau .
\]

One factor \(\tau\) is the load on each dislocation. The other comes from their number, which also grows with \(\tau\).

**Q.** So where does the inverse square root come from?

**A.** Set \(\tau_h\) equal to the boundary strength \(\tau_c\) and solve for the load:

\[
\tau=\sqrt{\frac{4A\tau_c}{a}}=\sqrt{\frac{8A\tau_c}{d}} .
\]

Restoring the friction stress gives the Hall–Petch form

\[
\tau_y=\tau_0+\frac{k_s}{\sqrt d},\qquad
k_s=\sqrt{8A\tau_c}=\sqrt{\frac{4\mu b\,\tau_c}{\pi(1-\nu)}} .
\]

At fixed load the head stress is proportional to \(d\), while at fixed \(d\) it is proportional to \(\tau^2\). Holding \(\tau^2d\) constant gives the square root.

**Q.** What if the boundary does not break, but a source in the next grain is triggered?

**A.** The exponent survives. Outside the band the stress, again with the friction stress subtracted, is \(F(x)\) itself. At a distance \(r\ll a\) ahead of the boundary, \(x^2-a^2=2ar+r^2\simeq2ar\), so

\[
F\simeq\tau\sqrt{\frac{a}{2r}}=\tau\sqrt{\frac{d}{4r}} .
\]

If the next source needs a stress \(\tau_*\) at fixed \(r\), then \(\tau=\tau_*\sqrt{4r/d}\). The distance \(r\) must also be well above the spacing of the leading dislocations, where the smooth density loses meaning. With only 13 pairs this window is narrow, and the summed stress exceeds the estimate by about 10% or more. The formula also gives the stress on the pile-up's own plane; a tilted slip plane in the next grain changes the prefactor.

**Q.** Can you put numbers to this for a package heat spreader?

**A.** Take rough values for annealed copper: \(\mu=48\) GPa, \(\nu=0.34\), \(b=0.256\) nm and \(\tau_0=8\) MPa. This \(\tau_0\) stands for the part of polycrystal yield that does not depend on grain size; the lattice friction of pure copper is much smaller. The boundary strength \(\tau_c=100\) MPa is a chosen model value. Then

\[
A=\frac{48\times10^9\times0.256\times10^{-9}}{2\pi\times0.66}=2.96\ \text{N/m},
\]

\[
k_s=\sqrt{8\times2.963\times10^8}\ \text{Pa m}^{1/2}=0.0487\ \text{MPa m}^{1/2}.
\]

First hold the effective load at 4 MPa. For a 100 µm grain the large-\(n\) formulas give \(n=21.5\) and a head stress of 67.5 MPa. For a 25 µm grain they give \(n=5.4\) and 16.9 MPa, four times less, though with so few dislocations these last values are approximate. Neither head stress reaches 100 MPa.

Now raise the load to yield. The pile-up term is \(0.0487/\sqrt{10^{-4}}=4.87\) MPa for the 100 µm grain and 9.74 MPa for the 25 µm grain. I convert to tension with a Taylor factor of 3.06, assumed the same for both terms:

\[
3.06\,(8+4.87)=39.4\ \text{MPa},\qquad 3.06\,(8+9.74)=54.3\ \text{MPa}.
\]

The grain-size term doubles, but the total rises by only 38%, because the friction stress is unchanged.

**Q.** How do I know that the number of dislocations matters, and not the length of the grain itself?

**A.** Solve the discrete force balance numerically and change one thing at a time. Start with 12 pairs and lengthen the grain 4.19 times at fixed load. If the source refills the band to 48 pairs, the head stress rises 4.04 times. If the number stays at 12, it rises only 1.24 times.

The small rise can be understood by adding the stresses on the positive dislocations. Their mutual terms cancel in pairs, which leaves

\[
\tau_h=n\tau-A\sum_{i,j}\frac{1}{x_i+x_j}<n\tau .
\]

The subtracted term is the pull of the negative dislocations. Lengthening the grain at fixed \(n\) weakens that pull, but the head stress can at most go from about \(\tfrac{\pi}{4}n\tau\) to \(n\tau\), a factor \(4/\pi\simeq1.27\) in the large-\(n\) estimate and about 1.3 for 12 pairs, whose starting head stress lies a little below \(\tfrac{\pi}{4}n\tau\).

**Q.** Thirteen dislocations in a 25 µm grain is not many. Does the smooth theory hold?

**A.** Fairly well. The discrete states compared here are those in which the stress at the source is exactly zero. A given number of pairs is stable over a range of loads, so the percentages below shift with this choice, most for few pairs. In the discrete solution, 13 pairs correspond to a grain of 22.7 µm and a yield load of 9.97 MPa, 2.3% below the formula. Three pairs correspond to 1.04 µm and 44.0 MPa, 8% below. Between the solutions for 13 and 120 pairs the load falls with grain size with a mean exponent of \(-0.4955\).

With a single pair, at 0.089 µm, the formula is too high: the discrete load is 133 MPa, 0.82 of the formula. This load exceeds \(\tau_c\) because the opposite dislocation pulls the leader back. At that size there is no pile-up left to concentrate stress.

**Q.** Then may I use the law for plated wiring with 1 µm grains?

**A.** Not safely, because the source itself becomes hard to operate. Suppose it stops when its local stress falls to \(\tau_s\) instead of zero. A region \(|x|<c\) then stays empty. No obstacle holds the dislocations at its edges \(x=\pm c\), so the density must not diverge there, as it does at the boundaries. The function that meets this condition and changes sign across the two occupied parts is

\[
F(z)=\tau\sqrt{\frac{z^2-c^2}{z^2-a^2}} .
\]

It again tends to \(\tau\) without a \(1/z\) term. At the centre \(F(0)=\tau c/a\), so \(c/a=\tau_s/\tau\). As before, the jump gives the density, for \(c<x<a\):

\[
f=\frac{\tau}{\pi A}\sqrt{\frac{x^2-c^2}{a^2-x^2}} .
\]

The head stress needs \(\int_c^a xf\,dx\). Setting \(x^2=c^2+(a^2-c^2)\sin^2\varphi\) makes the square root \(\tan\varphi\), and \(x\,dx=(a^2-c^2)\sin\varphi\cos\varphi\,d\varphi\). Hence

\[
\int_c^a xf\,dx=\frac{\tau(a^2-c^2)}{\pi A}\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\frac{\tau(a^2-c^2)}{4A},
\]

\[
\tau_h\simeq\frac{\tau^2(a^2-c^2)}{4Aa}=\frac{a(\tau^2-\tau_s^2)}{4A}
\quad\Rightarrow\quad
\tau^2=\frac{4A\tau_c}{a}+\tau_s^2 .
\]

A source of length \(d/3\) needs roughly \(\tau_s=\mu b/(d/3)\), which varies as \(1/d\). At 25 µm this is 1.5 MPa and raises the load only from 9.74 to 9.85 MPa. At 1 µm it is 37 MPa beside a pile-up term of 49 MPa, and together they give about 61 MPa. With the centre empty, the density integrates to only about two dislocations per side, so this last figure is an estimate; the force balance for two pairs gives about 56 MPa. The effective load at yield, without the friction stress, then rises faster than the inverse square root of the grain size.

**Q.** If my data do follow a square root, have I shown that pile-ups are responsible?

**A.** No. Suppose instead that the dislocations stored during early plastic flow obstruct one another. If a density \(\rho\) of them has glided a mean distance \(\Lambda\), the area swept per volume is \(\rho\Lambda\), and the slip strain is \(\gamma=\rho b\Lambda\). With grain boundaries ending the glide, take \(\Lambda=d/2\). The forest-hardening law \(\tau=\alpha\mu b\sqrt\rho\) becomes

\[
\tau=\alpha\mu b\sqrt{\frac{2\gamma}{bd}}=\alpha\mu\sqrt{\frac{2b\gamma}{d}} ,
\]

which has the same exponent. For \(\alpha=0.3\) and a tensile strain of 0.2%, so \(\gamma=3.06\times0.2\%=0.612\%\), a 25 µm grain gives 5.1 MPa, about half the pile-up term. This rival term grows with strain as \(\sqrt\gamma\), while the pile-up term for first transmission contains no strain. Measuring the slope at several small strains is therefore more informative than the exponent alone.

**Q.** How close is the model to real copper parts?

**A.** The tensile slope, \(3.06\times0.0487=0.149\) MPa m\(^{1/2}\), is of the same order as the value of roughly 0.1 MPa m\(^{1/2}\) often quoted for copper. Since \(\tau_c\) was chosen freely, this is no prediction. For this edge pile-up, using rough cubic elastic constants in place of the chosen \(\mu\) and \(\nu\) changes \(k_s\) by 1.5%, and warming by 80 K lowers it by about 1.6% if the shear modulus falls by an assumed 0.04% per kelvin and \(\tau_c\) stays fixed. A strong simplification is the single flat slip band: real grains slip on several planes and form tangles, and the forest term of 5.1 MPa beside 9.74 MPa suggests that this can matter. Cold-worked sheet also has a much larger \(\tau_0\). In a 1 µm thick film, confinement by the film thickness adds a stress of order \(\mu b/h=12\) MPa, a quarter of the pile-up term for 1 µm grains. I would use the square-root law for annealed copper with grains of tens of micrometres, with the slope measured on the same material. The remaining values are in the numerical output below.

## Table of computed values

```
INPUTS (rough copper values; boundary strength chosen)
shear modulus 48 GPa; Poisson ratio 0.34
Burgers vector 0.256 nm; Taylor factor 3.06
boundary strength tau_c 100 MPa
friction stress tau_0 8 MPa (shear)
A = 2.963 N/m
k_shear 0.0487 MPa m^0.5
k_tensile 0.149 MPa m^0.5 = 149 MPa um^0.5
GRAINS AT YIELD (continuum formulas)
d 100 um: pile-up term 4.87 MPa shear, n 26.2
  tensile yield 39.4 MPa
  source threshold 0.37 MPa; combined 4.88 MPa shear
  rival forest term 2.55 MPa shear
d 25 um: pile-up term 9.74 MPa shear, n 13.1
  tensile yield 54.3 MPa
  source threshold 1.47 MPa; combined 9.85 MPa shear
  rival forest term 5.10 MPa shear
d 1 um: pile-up term 48.69 MPa shear, n 2.6
  tensile yield 173.5 MPa
  source threshold 36.86 MPa; combined 61.07 MPa shear
  rival forest term 25.49 MPa shear
EQUAL EFFECTIVE LOAD 4 MPa shear
d 100 um: n 21.5, head stress 67.5 MPa
d 25 um: n 5.4, head stress 16.9 MPa
DISCRETE PILE-UPS AT YIELD (no continuum formula)
n 1: d 0.089 um, load 133.33 MPa, discrete/formula 0.8165
n 2: d 0.428 um, load 66.36 MPa, discrete/formula 0.8920
n 3: d 1.039 um, load 44.02 MPa, discrete/formula 0.9217
n 5: d 3.099 um, load 26.23 MPa, discrete/formula 0.9483
n 13: d 22.738 um, load 9.97 MPa, discrete/formula 0.9767
n 26: d 94.038 um, load 4.96 MPa, discrete/formula 0.9871
n 120: d 2073.289 um, load 1.07 MPa, discrete/formula 0.9966
TESTS
exponent from n=13 to n=120: -0.4955
n=120: formula count/actual 0.9889; head/formula 0.9957
stress 0.1a ahead, discrete/formula 1.0053
mean glide distance 0.7834 a; pi/4 = 0.7854
grain lengthened 4.189 times at equal load:
  head stress times 4.043 if source refills
  head stress times 1.242 if n stays 12
threshold 0.30 of load: yield times 1.0506; formula 1.0483
NEGLECTED EFFECTS
cubic constants C11 170, C12 120, C44 75 GPa (rough)
edge modulus: isotropic 72.7, cubic 75.0 GPa (2 pi A/b)
anisotropy changes k by 1.5 %
warming 80 K, modulus loss 0.04 %/K: k changes -1.6 %
film 1 um thick: confinement mu b/h 12.3 MPa shear
source length 0.333 d; forest: alpha 0.3, glide 0.5 d
forest: tensile strain 0.2 %, slip strain 0.612 %
```
